\section*{Why Buffer Resistivity Can Set the Recovery Energy in Carbon-Doped GaN}

\section{A slow recovery with two readings}

A gallium nitride transistor on silicon is biased for some time with its substrate 20 V below its channel. When the bias is removed, the channel holds fewer electrons than before, and they return over about a minute at room temperature. Heating speeds up the return, with an activation energy somewhat below 0.9 eV. One possible reading is that electrons were caught by traps 0.8 to 0.9 eV below the conduction band and are now being emitted.

The buffer below the channel is doped with carbon, whose acceptor level lies about 0.9 eV above the valence band. Electron emission from that level must cross the rest of the gap, $3.40-0.90=2.50$ eV. With an assumed electron capture cross-section of $10^{-15}$ cm$^2$, it would take about $10^{31}$ s at 300 K. If carbon is responsible, the charge must move in another way. It can move as holes inside the buffer, and the recovery time is then set by the buffer's resistance, provided that a freed hole is recaptured after a distance much shorter than the layer thickness.

\section{How many holes conduct}

Let the carbon-doped layer contain $N_A$ acceptors and a smaller density $N_D$ of donors, all ionized. Energies are measured from the valence-band edge, $k$ is Boltzmann's constant and $q>0$ the elementary charge. Free carriers are negligible beside the dopants, so neutrality requires
\begin{equation}
N_A^-=N_D,\qquad N_A^0=N_A-N_D .
\end{equation}
A neutral acceptor holds a hole. With the usual degeneracy factor 4, the occupation ratio and the free-hole density at Fermi level $E_F$ are
\begin{equation}
\frac{N_A^0}{N_A^-}=4e^{(E_A-E_F)/kT},\qquad p=N_v e^{-E_F/kT}.
\end{equation}
The first relation gives $e^{-E_F/kT}=\tfrac14 e^{-E_A/kT}N_A^0/N_A^-$. Inserting this in the second,
\begin{equation}
p=\frac{N_A-N_D}{N_D}\,p_1,\qquad p_1=\frac{N_v}{4}e^{-E_A/kT},\qquad \rho=\frac{1}{q\mu p},
\label{eq:p}
\end{equation}
where $\mu$ is the hole mobility and $\rho$ the resistivity. If $\mu$ varies only weakly with temperature, partial compensation thus gives $\rho$ an activation energy close to $E_A$.

This depends on the donors. If $N_D$ were far below $p$, neutrality would read $N_A^-=p$, and $p=p_1N_A^0/N_A^-$ would become $p^2\simeq N_Ap_1$, with half the activation energy. If $N_D$ exceeded $N_A$, the acceptors would all be filled with electrons and the p-type model would not apply.

The example uses rough typical values: $N_A=10^{19}$ cm$^{-3}$, $N_D=4\times10^{18}$ cm$^{-3}$, $E_A=0.90$ eV and $\mu=10$ cm$^2$/Vs at 300 K. Then $p_1=8.76\times10^3$ cm$^{-3}$, and
\begin{equation}
p=\frac{6}{4}\times8.76\times10^3=1.31\times10^4\ \mathrm{cm^{-3}},\qquad
\rho=4.75\times10^{13}\ \Omega\,\mathrm{cm}.
\end{equation}

\section{A neutral buffer can deplete the channel}

Let $x$ run from channel to substrate. The doped layer, of thickness $L$, lies between insulating gaps $d_1$ on the channel side and $d_2$ on the substrate side. The permittivity $\varepsilon$ is uniform, and $W=d_1+L+d_2$. No carriers cross the ends of the layer. At the upper end this is reasonable here, because the channel and the p-type layer form a reverse-biased junction throughout the test; in real buffers, however, this junction can leak along dislocations. At the lower end it is simply an assumption.

Let $V$ be the channel potential minus the substrate potential. Both are treated as conducting plates; for the silicon substrate this assumes doping heavy enough that little of the voltage drops inside it. During stress $V>0$, the field points along $+x$, and holes drift toward the substrate. They leave extra ionized acceptors at the upper face, with charge $-S$ per area, and fill acceptors at the lower face, with charge $+S$. The layer as a whole stays neutral.

Let $D_1$ be the displacement in the upper gap, equal to the charge per area on the channel. By Gauss's law the displacement is $D_1-S$ inside the layer and $D_1$ again in the lower gap. The potential difference is the integral of the field:
\begin{equation}
V=\frac{d_1D_1+L(D_1-S)+d_2D_1}{\varepsilon}
\quad\Longrightarrow\quad
D_1=\frac{\varepsilon V+SL}{W}.
\label{eq:D}
\end{equation}
After the bias is removed, $V=0$ but $S$ remains. The channel then carries a positive charge $SL/W$, which means that it has lost
\begin{equation}
\Delta n=\frac{SL}{qW}
\label{eq:loss}
\end{equation}
electrons per area. The negative face is nearer to the channel than the positive one, so a dipole is enough to deplete it.

\section{The recovery time}

The field inside the layer drives a current density $J=(D_1-S)/(\varepsilon\rho)$. Positive $J$ carries holes from the upper face to the lower one and increases $S$, so $dS/dt=J$. Using Eq.~(\ref{eq:D}) and $W-L=d_1+d_2$,
\begin{align}
\frac{dS}{dt}
&=\frac{1}{\varepsilon\rho}\left(\frac{\varepsilon V+SL}{W}-S\right)
=\frac{\varepsilon V-S(d_1+d_2)}{\varepsilon\rho W}.
\label{eq:rate}
\end{align}
Under long stress the numerator vanishes at $S_0=\varepsilon V/(d_1+d_2)$. With $V=0$ the equation becomes $dS/dt=-S/\tau$, where
\begin{equation}
\tau=\varepsilon\rho\,\frac{W}{d_1+d_2}
=\varepsilon\rho\left(1+\frac{L}{d_1+d_2}\right).
\label{eq:tau}
\end{equation}
For gaps much thicker than the layer, $\tau$ tends to the dielectric relaxation time $\varepsilon\rho$. For thin gaps it tends to $(\rho L)\,\varepsilon/(d_1+d_2)$, the resistance of the layer times the series capacitance of the gaps, each for unit area. In both limits $\tau$ is proportional to $\rho$ and inherits its activation energy. A shorter stress leaves a smaller $S$ but, in this linear model, the same $\tau$.

Take a relative permittivity of 9, $L=2000$ nm, $d_1=200$ nm, $d_2=1800$ nm and a long stress at 20 V. Then $S_0=0.0797$ $\mu$C/cm$^2$, or $4.97\times10^{11}$ charges per cm$^2$, and
\begin{align}
\Delta n&=4.97\times10^{11}\times\frac{2000}{4000}
=2.49\times10^{11}\ \mathrm{cm^{-2}},\\
\tau&=37.87\ \mathrm{s}\times\left(1+\frac{2000}{2000}\right)=75.7\ \mathrm{s}.
\end{align}

The charge sheets and the fixed resistivity are idealizations. They were tested by solving Poisson's equation with hole drift, diffusion, emission and capture on a grid across the layer, starting from a neutral layer and following stress and recovery. The solution gave an initial loss of $2.47\times10^{11}$ cm$^{-2}$ and a $1/e$ time of 75.8 s. Its decay curve differed from the exponential by at most 0.0002 of the initial loss. These values are for a 2 nm grid; on finer grids the time is unchanged, the loss rises to $2.475\times10^{11}$ cm$^{-2}$ and the difference to 0.0003.

\section{Why hole emission does not set the time}

The holes that conduct must first leave acceptors. Let $c$ be the hole capture coefficient and $e_p$ the emission rate of one neutral acceptor. In equilibrium emission balances capture, $e_pN_A^0=c\,pN_A^-$, so Eq.~(\ref{eq:p}) gives $e_p=cp_1$. For $c=3\times10^{-7}$ cm$^3$/s the emission time $1/e_p$ is 381 s, five times longer than the recovery.

There is no contradiction. A free hole lives for a time $1/(cN_D)$ before recapture, and in a field of magnitude $E$ it drifts a distance
\begin{equation}
\ell=\frac{\mu E}{cN_D}.
\end{equation}
Emission at the rate $e_p(N_A-N_D)$ per volume, with a displacement $\ell$ each time, gives the current density
\begin{equation}
q\,e_p(N_A-N_D)\,\ell
=q\,(c\,pN_D)\,\frac{\mu E}{cN_D}=q\mu pE .
\label{eq:hop}
\end{equation}
This is the ohmic current, and $c$ has cancelled. Faster emission comes with equally faster recapture.

The time follows from the distance required. To carry the charge $S_0$ across the layer, all its bound holes need shift on average by only
\begin{equation}
s=\frac{S_0}{q(N_A-N_D)}=\frac{4.97\times10^{11}}{6\times10^{18}}\ \mathrm{cm}=0.83\ \mathrm{nm}.
\end{equation}
When recovery starts, the field in the layer has magnitude $V/W=0.050$ MV/cm, with $V$ the former stress voltage, and $\ell=4.17$ nm. Since $\tau$ equals $S_0$ divided by the initial current density, Eq.~(\ref{eq:hop}) gives
\begin{equation}
\tau=\frac{1}{e_p}\,\frac{s}{\ell}=381\ \mathrm{s}\times\frac{0.83}{4.17}\simeq76\ \mathrm{s}.
\end{equation}
Within one recovery time most bound holes have not been emitted even once.

The grid solution tests this independence. With $c$ reduced tenfold and all else held fixed, the emission time rises to 3807 s, but the recovery time rises only from 75.8 to 77.5 s (77.6--77.7 s with a finer grid and longer stress).

The argument needs $\ell\ll L$. In the opposite limit each emitted hole crosses the rest of the layer. At the start of recovery its path then averages $L/2$, because emission is uniform, and the mean current density is $q\,e_p(N_A-N_D)L/2$. Now $c$ no longer cancels, and emission does limit the recovery. With $c$ reduced a thousandfold, the initial $\ell$ from the ohmic estimate is 4167 nm, about twice $L$, and the grid solution gives a $1/e$ time of 328 s after a stress of 757 s, which does not fully charge the layer in this case; finer grids and longer stresses give 323--327 s. Equation~(\ref{eq:tau}) fails there.

\section{What an Arrhenius plot shows}

Let $\mu\propto T^{-a}$. Since $N_v\propto T^{3/2}$, Eqs.~(\ref{eq:p}) and (\ref{eq:tau}) give $\tau\propto T^{a-3/2}e^{E_A/kT}$. With $\beta=1/kT$, $\ln T=-\ln\beta+\text{constant}$, so $d\ln T/d\beta=-kT$. Hence
\begin{align}
\frac{d\ln\tau}{d\beta}&=E_A+\left(\tfrac32-a\right)kT,\\
\frac{d\ln(\tau T^2)}{d\beta}&=E_A-\left(a+\tfrac12\right)kT .
\end{align}
The grid solution gives recovery times of 75.8, 1.34 and 0.0559 s at 300, 340 and 380 K. For $a=2$ and the mean $kT=0.0290$ eV, the first formula predicts $0.900-0.5\times0.0290=0.885$ eV. The fitted slope is 0.886 eV, and that of the resistivity is also 0.886 eV.

The second plot is the usual one for electron emission, whose rate is $\sigma v_nN_c e^{-E/kT}$. Here $\sigma$ is the capture cross-section, $v_n$ the thermal velocity and $N_c$ the conduction-band density of states, with $v_nN_c\propto T^2$. Applied to the same recovery times, it yields a trap 0.83 eV below the conduction band with $\sigma=1.8\times10^{-14}$ cm$^2$. Both numbers look acceptable for a trap, yet the model contains no such level. The supposed cross-section depends on hole mobility, compensation and layer thicknesses, none of which belongs to an electron trap.

An energy near 0.9 eV does not prove conduction either. If $c$ does not depend on temperature, $e_p=cp_1$ has the energy $E_A+\tfrac32kT$, which is close to that of $\rho$. In the model, two changes separate the mechanisms:
\begin{itemize}
\item \textit{Thickness.} Halving $L$ with the gaps and voltage fixed shortens the recovery at 300 K to 57.0 s in the grid solution; Eq.~(\ref{eq:tau}) gives 56.8 s. The emission rate of an isolated trap does not contain $L$. If hole emission limited the recovery, as in the weak-capture case above, halving $L$ would even lengthen it: $S_0$ is unchanged, but the emitted holes carry less current because their paths are shorter.
\item \textit{Mobility.} Suppose hole motion has an additional barrier of 0.15 eV, with the mobility at 300 K and the capture coefficient held fixed. The energy found from 300 and 380 K rises from 0.886 to 1.035 eV, although $e_p$ is unchanged. The recovery follows the resistivity, which contains the mobility barrier as well as the acceptor energy.
\end{itemize}

\section{From the model to a device}

The layer thicknesses and carbon density are of the order used in GaN-on-silicon power transistors, but the donor density and hole mobility in such buffers are poorly known, and $\tau$ scales directly with $N_D/[(N_A-N_D)\mu]$. For a channel of roughly $8\times10^{12}$ electrons per cm$^2$, the calculated loss is about 3\%. The stress of 20 V is far below the hundreds of volts at which these devices work. At the end of a long substrate stress $D_1=S_0$, so the model would empty this channel at about 320 V and cannot be used beyond that. Ohmic conduction can fail at lower voltage. If a hole crosses a barrier midway between ionized acceptors a distance $b$ apart, the field favours forward over backward jumps and multiplies the ohmic current by $\sinh(y)/y$, with $y=qEb/2kT$. For $b=6.3$ nm this factor is 1.06 at the start of recovery from 20 V. At 200 V the formula gives 36, but this overstates the effect, because in so strong a field the barrier top between two Coulomb wells moves from the midpoint toward the starting acceptor. With this shift included, two Coulomb wells in one dimension give about 6 at 200 V and 1.04 at 20 V. Treating each acceptor as an isolated Coulomb well would give a factor of 8.9 already at 20 V for emission straight along the field, and less when averaged over all directions. However, the barrier top of such a well would lie 5.7 nm away, beyond the midpoint to the next ionized acceptor, so the overlapping-well estimate is the better one at 20 V. After a stress at 200 V, if the gaps still insulate, the early recovery should therefore be faster than Eq.~(\ref{eq:tau}) predicts, and it should approach the ohmic rate as the internal field decays. Leakage through the gaps can give the buffer a net charge and changes the recovery; this is not calculated here. Stress from the drain also makes the field two-dimensional. Charge must then move along the layer as well as across it, and the single recovery time gives way to a spread of times, some of them much longer. If the same ohmic layer still limits the redistribution, the activation energy remains that of its resistivity. The computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
acceptors, donors: 1.0e+19, 4.0e+18 cm^-3
acceptor level, gap: 0.90, 3.40 eV
relative permittivity: 9.0
hole, electron mass: 1.5, 0.2 m_e
hole mobility 300 K: 10.0 cm2/Vs, T power -2.0
hole capture coefficient: 3.0e-07 cm3/s
L, d1, d2: 2000, 200, 1800 nm
stress voltage: 20 V
N_v at 300 K: 4.610e+19 cm^-3
p1 at 300 K: 8.756e+03 cm^-3
hole density 300 K: 1.313e+04 cm^-3
resistivity 300 K: 4.752e+13 ohm cm
eps*rho 300 K: 37.87 s
geometry factor: 2.000
face charge S after stress: 0.0797 uC/cm2
face charge S/q: 4.974e+11 cm^-2
channel loss, formula: 2.487e+11 cm^-2
channel loss, simulation: 2.474e+11 cm^-2
tau 300 K: simulation 75.76 s, formula 75.74 s
tau 340 K: simulation 1.341 s, formula 1.342 s
tau 380 K: simulation 0.05587 s, formula 0.05593 s
largest decay-curve difference: 0.0002 of initial loss
energy from ln tau: 0.8857 eV
energy of resistivity: 0.8855 eV
energy from ln(tau T^2): 0.8278 eV
mean kT of the fit: 0.02903 eV
apparent electron cross-section: 1.81e-14 cm2
assumed true electron cross-section: 1.0e-15 cm2
electron emission time from carbon: 1.7e+31 s
hole emission time, one acceptor: 380.7 s
drift length before recapture: 4.17 nm
mean hole displacement needed: 0.829 nm
tau, L halved: 57.00 s (simulation)
formula, L halved: 56.80 s
tau, capture/10: 77.54 s
hole emission time, capture/10: 3807 s
tau, capture/1000: 327.9 s
drift length, capture/1000: 4167 nm
added mobility barrier: 0.15 eV
two-point energy without barrier: 0.8857 eV
two-point energy with barrier: 1.0350 eV
initial bulk recovery field: 0.050 MV/cm
largest gap field: 0.100 MV/cm
hole drift velocity: 5.00e+05 cm/s
ionized-acceptor spacing: 6.30 nm
isolated-well barrier radius: 5.66 nm
overlapping-well conduction factor: 1.063
same factor at 200 V: 36.3
isolated-well barrier lowering: 0.0566 eV
isolated-well emission factor: 8.9
built-in voltage, rough: 2.50 V
built-in depletion in layer: 1.04 nm
\end{verbatim}
